\section*{Counting plane waves in a silicon cell at 300 eV}

\section*{Problem}

A primitive cell of crystalline silicon has the volume $V=40$ cubic angstrom. Its electronic orbitals are expanded in plane waves with a kinetic-energy cutoff $E_{\rm cut}=300$ eV.

(a) Show that the basis contains approximately 470 plane waves per $\mathbf k$ point.

(b) In what sense is the estimate exact, and how far can the count at a single $\mathbf k$ point be from it?

Each spatial plane wave is counted once: spin does not double the number, and no symmetry is used to reduce it. The lattice is face-centred cubic, with a cube edge $a$ fixed by the given volume. Hartree atomic units are used after the two inputs have been converted.

\section*{Hints}

\begin{enumerate}
\item By Bloch's theorem, an orbital at $\mathbf k$ contains the wave vectors $\mathbf k+\mathbf G$, where $\mathbf G$ runs over the reciprocal lattice. What region of reciprocal space does the cutoff select?
\item How much reciprocal-space volume belongs to one vector $\mathbf G$?
\item For part (b), average the count over the Brillouin zone. What do you obtain when the zone is translated by every $\mathbf G$?
\item To bound the count at one $\mathbf k$, attach a copy of the Brillouin zone to each point $\mathbf k+\mathbf G$ and compare the total volume of the copies with that of two spheres.
\end{enumerate}

\section*{Solution}

\subsection*{From the cutoff to a sphere}

A Bloch orbital is $e^{i\mathbf k\cdot\mathbf r}$ times a function with the period of the lattice. The Fourier series of that function contains the waves $e^{i\mathbf G\cdot\mathbf r}$, so the orbital is a sum of waves $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$. Since $-\tfrac12\nabla^2$ multiplies such a wave by $\tfrac12|\mathbf k+\mathbf G|^2$, the cutoff keeps the vectors with
\begin{equation}
\frac{|\mathbf k+\mathbf G|^2}{2}\le E_{\rm cut}
\quad\Longleftrightarrow\quad
|\mathbf k+\mathbf G|\le k_{\max},\qquad k_{\max}=\sqrt{2E_{\rm cut}} .
\end{equation}
The number of plane waves $N(\mathbf k)$ is therefore the number of points $\mathbf k+\mathbf G$ inside a sphere of radius $k_{\max}$ centred at the origin.

\subsection*{The volume per reciprocal-lattice point}

Let the rows of the matrix $A$ be the primitive vectors $\mathbf a_j$, and the rows of $B$ the reciprocal vectors $\mathbf b_i$. The definition $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$ reads $BA^{T}=2\pi I$. Taking determinants of these $3\times3$ matrices gives
\begin{equation}
|\det B|\,|\det A|=(2\pi)^3 .
\end{equation}
Because $|\det A|=V$, the reciprocal cell has the volume
\begin{equation}
\Omega=|\det B|=\frac{(2\pi)^3}{V}.
\end{equation}
There is one reciprocal-lattice point per volume $\Omega$. Shifting all points by $\mathbf k$ does not change their density.

\subsection*{The estimate and its numbers}

Dividing the volume of the sphere by the volume per point gives
\begin{equation}
\bar N=\frac{4\pi k_{\max}^3/3}{(2\pi)^3/V}
=\frac{4\pi V k_{\max}^3}{24\pi^3}
=\frac{Vk_{\max}^3}{6\pi^2}.
\label{eq:mean}
\end{equation}
One hartree is 27.211 eV and one cubic angstrom is 6.7483 bohr$^3$, so the inputs become $E_{\rm cut}=11.0248$ hartree and $V=269.933$ bohr$^3$. Then
\begin{align}
k_{\max}&=\sqrt{2\times11.0248}=4.6957\ \text{bohr}^{-1},\\
\frac{4\pi}{3}k_{\max}^3&=433.70\ \text{bohr}^{-3},\\
\Omega&=\frac{(2\pi)^3}{269.933}=0.91893\ \text{bohr}^{-3},\\
\bar N&=\frac{433.70}{0.91893}\approx 472 .
\end{align}
To two figures this is 470, as required in part (a). The number of atoms in the cell and the potential do not enter: the basis size follows from the cell and the cutoff. The count does not say whether 300 eV is sufficient for a chosen accuracy. That depends on the pseudopotential and on the quantity calculated.

\subsection*{Why the estimate is the exact zone average}

Dividing volumes looks like an approximation, since a sphere cuts through cells at its surface. For the average over $\mathbf k$ no error remains. Let $\theta(x)$ be 1 for $x\ge0$ and 0 otherwise. Then
\begin{equation}
N(\mathbf k)=\sum_{\mathbf G}\theta\bigl(k_{\max}-|\mathbf k+\mathbf G|\bigr).
\end{equation}
Average this over the Brillouin zone (BZ), whose volume is $\Omega$. For $\mathbf k$ in the zone, a finite number of vectors $\mathbf G$ contribute, so the sum and the integral may be exchanged. In each term set $\mathbf q=\mathbf k+\mathbf G$:
\begin{align}
\frac1\Omega\int_{\rm BZ}N(\mathbf k)\,d^3k
&=\frac1\Omega\sum_{\mathbf G}\int_{\rm BZ}
\theta\bigl(k_{\max}-|\mathbf k+\mathbf G|\bigr)\,d^3k\nonumber\\
&=\frac1\Omega\sum_{\mathbf G}\int_{{\rm BZ}+\mathbf G}
\theta\bigl(k_{\max}-|\mathbf q|\bigr)\,d^3q\nonumber\\
&=\frac1\Omega\int_{\text{all }\mathbf q}
\theta\bigl(k_{\max}-|\mathbf q|\bigr)\,d^3q
=\frac{4\pi k_{\max}^3}{3\,\Omega}=\bar N .
\end{align}
The third line holds because the translated zones fill reciprocal space once, apart from shared faces of zero volume. The shape of the cell has dropped out, and $V$ alone remains.

An explicit count on a shifted uniform mesh of 4096 $\mathbf k$ points gives a mean of 471.97, against 471.96 from Eq.~(\ref{eq:mean}). A simple cubic cell of the same volume, counted on a coarser mesh, also gives 471.97. These comparisons are among the tests behind the numerical output below.

\subsection*{How far a single count can deviate}

Let $d$ be the largest distance from the centre of the Brillouin zone to its boundary. Attach a copy of the zone to every point $\mathbf k+\mathbf G$ that is counted. The copies do not overlap, and their total volume is $\Omega N(\mathbf k)$.

All of them lie inside the sphere of radius $k_{\max}+d$. Conversely, take any point $\mathbf q$ with $|\mathbf q|\le k_{\max}-d$. It lies in the copy attached to some $\mathbf k+\mathbf G$, at a distance of at most $d$ from that centre. Hence $|\mathbf k+\mathbf G|\le k_{\max}$, and this centre is counted. The copies therefore cover the smaller sphere. For $k_{\max}>d$, comparing volumes and dividing by $4\pi k_{\max}^3/3=\Omega\bar N$ gives
\begin{equation}
\left(1-\frac{d}{k_{\max}}\right)^3\le\frac{N(\mathbf k)}{\bar N}
\le\left(1+\frac{d}{k_{\max}}\right)^3 .
\label{eq:bound}
\end{equation}
As the cutoff grows at fixed cell, both bounds tend to 1, so the relative deviation vanishes at every $\mathbf k$.

For the fcc lattice, measure $\mathbf k$ in units of $2\pi/a$. The planes halfway to the reciprocal vectors of type $(2,0,0)$ and $(1,1,1)$ restrict the zone to $|x|,|y|,|z|\le1$ and $|x|+|y|+|z|\le\tfrac32$. The squared distance $x^2+y^2+z^2$ is a convex function, so it is largest at a corner of this region. The corners are of type $(1,\tfrac12,0)$, which gives $d=(\sqrt5/2)(2\pi/a)$. With $a=(4V)^{1/3}=10.259$ bohr, $d=0.685$ bohr$^{-1}$ and $d/k_{\max}=0.146$. Equation~(\ref{eq:bound}) then guarantees a count between 294 and 710.

This guarantee is wide because it allows every cell near the surface to err in the same direction. The counts found on the mesh run from 461 to 495, with a standard deviation of 4.9, or about 1 percent of the mean. All 4096 points lie within 5 percent of $\bar N$. A finite mesh need not reach the extremes: the count at $\Gamma$, which is not on this mesh, is 459 (Variation 2), just below the mesh range and also within 5 percent. At the symmetry points X and L, the counts are 468 and 476. ``Approximately 470 per $\mathbf k$ point'' is thus a fair description of these individual points as well as of the mean.

At very low cutoff the description fails. When $\bar N<1$, some $\mathbf k$ points must have no plane wave at all, since the counts are integers whose average is below 1. Empty points persist somewhat above this value. A zone corner is at the distance $d$ from its nearest lattice point, so it has no plane wave whenever $k_{\max}<d$. For the fcc lattice, where $\Omega=4(2\pi/a)^3$, this means $\bar N<\tfrac{\pi}{3}\left(\tfrac54\right)^{3/2}\approx1.46$. Equation~(\ref{eq:mean}) is still the correct zone average, but it no longer describes a usable basis at each $\mathbf k$.

\section*{Variation 1: a higher cutoff or a larger cell}

\emph{What happens to the mean count if the cutoff is doubled, or if the volume is doubled instead?}

Insert $k_{\max}=(2E_{\rm cut})^{1/2}$ into Eq.~(\ref{eq:mean}) and use $2^{3/2}=2\sqrt2$:
\begin{equation}
\bar N=\frac{V(2E_{\rm cut})^{3/2}}{6\pi^2}
=\frac{\sqrt2\,V E_{\rm cut}^{3/2}}{3\pi^2}.
\end{equation}
Doubling the cutoff multiplies $\bar N$ by $2^{3/2}=2.828$, which gives $2.828\times471.96\approx1335$. Doubling the volume multiplies it by 2, which gives about 944. Explicit counting yields means of 1334.9 and 943.9.

The two changes act differently. A higher cutoff enlarges the sphere, whereas a larger cell packs the reciprocal-lattice points more densely into the same sphere. In the second case the lower limit on the wavelengths in the basis, $2\pi/k_{\max}$, is unchanged.

\section*{Variation 2: the count at $\Gamma$}

\emph{Count the plane waves at $\mathbf k=0$. What happens if the cutoff is raised from 300 eV to just above 301.11 eV?}

With $\mathbf a_1=\tfrac a2(0,1,1)$, $\mathbf a_2=\tfrac a2(1,0,1)$ and $\mathbf a_3=\tfrac a2(1,1,0)$, the reciprocal vectors are $\mathbf b_1=\tfrac{2\pi}{a}(-1,1,1)$, $\mathbf b_2=\tfrac{2\pi}{a}(1,-1,1)$ and $\mathbf b_3=\tfrac{2\pi}{a}(1,1,-1)$. A general vector $\mathbf G=\sum_i m_i\mathbf b_i=\tfrac{2\pi}{a}(h,k,l)$ has
\begin{equation}
h=-m_1+m_2+m_3,\quad k=m_1-m_2+m_3,\quad l=m_1+m_2-m_3 .
\end{equation}
The differences $h-k=2(m_2-m_1)$ and $k-l=2(m_3-m_2)$ are even, so $h,k,l$ are all even or all odd. Conversely, every such triple occurs, because $m_1=(k+l)/2$, $m_2=(h+l)/2$ and $m_3=(h+k)/2$ are then integers.

The cutoff condition becomes
\begin{equation}
s\equiv h^2+k^2+l^2\le\left(\frac{k_{\max}a}{2\pi}\right)^2
=\left(\frac{4.6957\times10.259}{2\pi}\right)^2=58.8 .
\end{equation}
For odd indices each square leaves the remainder 1 on division by 8, so $s=3,11,19,27,35,43,51$ are the possible values below the limit. Counting permutations and signs gives
\begin{equation}
8+24+24+32+48+24+48=208
\end{equation}
vectors. For even indices, $s/4$ is a sum of three integer squares not exceeding 14. The values $s/4=0,1,\ldots,14$ contribute
\begin{equation}
1+6+12+8+6+24+24+0+12+30+24+24+8+24+48=251 .
\end{equation}
The count at $\Gamma$ is $208+251=459$, about 3 percent below the zone mean.

The next shell has $s=59$. It consists of the permutations and signs of $(7,3,1)$, which number $6\times8=48$, and of $(5,5,3)$, which number $3\times8=24$. Its energy is $\tfrac12(2\pi/a)^2\times59$, or 301.11 eV. Just above this energy all 72 vectors enter together, and the count at $\Gamma$ jumps from 459 to 531. The mesh mean rises from 471.97 to 474.55.

The $\Gamma$ count is now about 12 percent above the mean, although the cutoff has changed by less than 0.4 percent. The jump is large because many vectors have equal length at $\Gamma$. The cubic operations relate the 48 vectors of type $(7,3,1)$ to one another, and likewise the 24 of type $(5,5,3)$. That the two sets share one length is a coincidence of arithmetic, $49+9+1=25+25+9$. All 72 vectors therefore cross the surface of the sphere together. At a general $\mathbf k$ their lengths $|\mathbf k+\mathbf G|$ differ, and they cross it at different cutoffs. For this cell and near this cutoff, the zone mean can thus miss the count at $\Gamma$ by more than 10 percent. If the basis size at $\Gamma$ must be known more closely, an explicit count is needed.

\section*{Calculated quantities}
\begin{verbatim}
Input cell volume: 40.0 angstrom^3
Input cutoff: 300.0 eV
Cell volume: 269.933 bohr^3
Cutoff: 11.02480 hartree
Cube edge a: 10.2590 bohr
Cutoff radius k_max: 4.69570 bohr^-1
Reciprocal cell volume: 0.918931 bohr^-3
Cutoff sphere volume: 433.700 bohr^-3
Sphere formula: 471.96 plane waves
k points in mesh: 4096 (count)
Explicit mesh mean: 471.97 plane waves
Standard deviation over mesh: 4.88 plane waves
Smallest count on mesh: 461 plane waves
Largest count on mesh: 495 plane waves
k points within 5 percent of formula: 100.0 percent
Count at Gamma: 459 plane waves
Count at X: 468 plane waves
Count at L: 476 plane waves
Next Gamma shell energy: 301.11 eV
Next Gamma shell size: 72 plane waves
Gamma count just above that shell: 531 plane waves
Mesh mean just above that shell: 474.55 plane waves
Mean, simple cubic cell of same volume: 471.97 plane waves
Mean at doubled cutoff: 1334.86 plane waves
Ratio for doubled cutoff: 2.8283 (no unit)
Mean at doubled volume: 943.94 plane waves
Ratio for doubled volume: 2.0000 (no unit)
\end{verbatim}
